# The 9 eV/ε∞ gap correction from long-range screened exchange: test program

```python
"""Long-range screened exchange estimate of the gap missing in LDA.

Result under test: gap correction = C / E, E = eps_inf, C roughly 9 eV.
The interaction is dW = W_insulator - W_metal, built from
  eps_metal = 1 + qs^2/q^2,
  eps_insulator = 1 + 1/(1/(E-1) + q^2/qs^2).
qs: Thomas-Fermi wave vector; sigma: rms width of |w|^2 per direction,
w: valence Wannier function. For a Gaussian |w|^2 and large E,
  C = e^2 (qs/2) [(1-2z^2) erfcx(z) + 2z/sqrt(pi)], z = qs sigma.
Test crystal: separable cubic cosine potential, lowest band filled.
Energies in eV, lengths in angstrom.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import circulant
from scipy.special import erfcx
from pyscf.dft import libxc

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
E2 = HARTREE * BOHR                  # e^2/(4 pi eps0), eV angstrom
KIN = HARTREE * BOHR**2 / 2          # hbar^2/(2m), eV angstrom^2

a = 2.2                              # lattice constant
n_cells, n_grid = 16, 24             # cells in the ring, points per cell
L = n_cells * a
M = n_cells * n_grid
dx = L / M
x = np.arange(M) * dx
x_signed = (x + L / 2) % L - L / 2
ring_distance = np.minimum(x, L - x)
q_ring = 2 * np.pi * np.fft.fftfreq(M, dx)


def screening_vector(density):
    """Thomas-Fermi wave vector for a density in 1/angstrom^3."""
    k_fermi = (3 * np.pi**2 * density) ** (1 / 3)
    return np.sqrt(4 * k_fermi / (np.pi * BOHR))


mean_density = 2 / a**3
qs = screening_vector(mean_density)
r_s = (3 / (4 * np.pi * mean_density)) ** (1 / 3)


def inverse_eps_difference(q, E):
    """1/eps_insulator - 1/eps_metal from the two definitions."""
    y = np.asarray(q, dtype=float)**2 / qs**2
    eps_insulator = 1 + 1 / (1 / (E - 1) + y)
    inverse_metal = y / (y + 1)
    return 1 / eps_insulator - inverse_metal


def dW_real(r, E):
    kappa = qs / np.sqrt(1 - 1 / E)
    return E2 * (1 / E + (1 - 1 / E) * np.exp(-kappa * r)
                 - np.exp(-qs * r)) / r


def gaussian_J(sigma, E):
    root = np.sqrt(1 - 1 / E)
    return E2 * qs * (erfcx(qs * sigma) - root * erfcx(qs * sigma / root))


def gaussian_C(sigma, q_screen):
    z = q_screen * sigma
    return E2 * q_screen / 2 * ((1 - 2 * z**2) * erfcx(z)
                                + 2 * z / np.sqrt(np.pi))


def kernel(t):
    """Matrix of exp(-t^2 (x-x')^2); Fourier form for narrow Gaussians."""
    if t < 3:
        row = np.exp(-(t * ring_distance)**2)
    else:
        transform = np.sqrt(np.pi) / t * np.exp(-(q_ring / (2 * t))**2)
        row = np.fft.ifft(transform).real / dx
    return circulant(row)


class Crystal:
    """One-dimensional factors of the separable cubic crystal."""

    def __init__(self, amplitude):
        G = 2 * np.pi / a * np.arange(-8, 9)
        hop = np.eye(len(G), k=1) + np.eye(len(G), k=-1)
        lower, upper, energies = [], [], []
        self.m_values = list(range(-n_cells // 2 + 1, n_cells // 2 + 1))
        for m in self.m_values:
            k = 2 * np.pi * m / L
            H = np.diag(KIN * (k + G)**2) - amplitude / 2 * hop
            e, c = np.linalg.eigh(H)
            waves = np.exp(1j * np.outer(x, k + G)) / np.sqrt(L)
            psi = waves @ c[:, :2]
            phase = psi[0, 0] / abs(psi[0, 0])
            lower.append(psi[:, 0] / phase)
            upper.append(psi[:, 1])
            energies.append(e[:2])
        self.lower = np.array(lower).T
        self.upper = np.array(upper).T
        e = np.array(energies)
        self.i0 = self.m_values.index(0)
        self.ipi = self.m_values.index(n_cells // 2)
        self.width = 3 * (e[:, 0].max() - e[:, 0].min())
        self.gap = (e[:, 1].min() + 2 * e[:, 0].min()
                    - 3 * e[:, 0].max())
        self.rho = self.lower @ self.lower.conj().T
        w = self.lower.sum(axis=1) / np.sqrt(n_cells)
        assert np.max(abs(w.imag)) < 1e-6
        self.w = w.real
        self.sigma = np.sqrt(np.sum(self.w**2 * x_signed**2) * dx)

    def factors(self, t):
        """Three-dimensional exchange factors for one Gaussian exponent."""
        K = kernel(t)
        A = self.rho * K

        def element(psi):
            return (psi.conj() @ A @ psi).real * dx**2
        v_pi = element(self.lower[:, self.ipi])
        v_0 = element(self.lower[:, self.i0])
        c_pi = element(self.upper[:, self.ipi])
        mean = np.sum(abs(self.rho)**2 * K) * dx**2 / n_cells
        pairs = np.array([self.w * np.roll(self.w, R * n_grid)
                          for R in range(n_cells)])
        site = np.sum((pairs @ K) * pairs, axis=1) * dx**2
        return np.array([v_pi**3, v_0**3, c_pi * v_0**2, mean**3,
                         site.sum()**3, site[0]**3])

    def tabulate(self):
        self.table = np.array([self.factors(t) for t in t_nodes])
        return self


# Gaussian transform of the Coulomb and Yukawa interactions
s, ws = np.polynomial.legendre.leggauss(64)
s, ws = (s + 1) / 2, ws / 2
t_nodes = s / (1 - s)
t_weights = ws / (1 - s)**2 * 2 / np.sqrt(np.pi)
TOP, BOTTOM, COND, MEAN, SITES, ONSITE = range(6)


def exchange(crystal, E=None):
    """Exchange energies with dW, or with W_metal if E is None."""
    weight = np.exp(-qs**2 / (4 * t_nodes**2))
    if E is not None:
        kappa2 = qs**2 / (1 - 1 / E)
        weight = (1 / E + (1 - 1 / E) * np.exp(-kappa2 / (4 * t_nodes**2))
                  - weight)
    return E2 * (t_weights * weight) @ crystal.table


def edge_correction(crystal, E):
    X = exchange(crystal, E)
    return X[TOP] - X[COND]


crystal = Crystal(12.0).tabulate()
deeper = Crystal(24.0).tabulate()
assert crystal.gap > 0 and deeper.gap > 0
assert abs(np.sum(crystal.w**2) * dx - 1) < 1e-8

# Real-space interaction against Fourier quadrature of its definition
E_ref = 10.0
for r in (0.5, 1.5):
    integral = quad(lambda q: np.sinc(q * r / np.pi)
                    * inverse_eps_difference(q, E_ref), 0, 150, limit=500)[0]
    assert abs(2 / np.pi * E2 * integral / dW_real(r, E_ref) - 1) < 1e-4
contact = 2 / np.pi * E2 * quad(
    lambda q: inverse_eps_difference(q, E_ref), 0, np.inf)[0]
contact_formula = E2 * qs * (1 - np.sqrt(1 - 1 / E_ref))
assert abs(contact / contact_formula - 1) < 1e-6

# Gaussian Wannier density: closed form against quadrature, and large E
for sigma in (0.4, 0.8):
    for E in (2.0, 10.0):
        integral = quad(lambda q: np.exp(-(q * sigma)**2)
                        * inverse_eps_difference(q, E), 0, 30, limit=200)[0]
        assert abs(2 / np.pi * E2 * integral / gaussian_J(sigma, E) - 1) < 1e-6
    integral = quad(lambda q: np.exp(-(q * sigma)**2)
                    * 1e4 * inverse_eps_difference(q, 1e4), 0, 30,
                    limit=200)[0]
    assert abs(2 / np.pi * E2 * integral / gaussian_C(sigma, qs) - 1) < 1e-3

# On-site crystal integral against a three-dimensional q integral
X_ref = exchange(crystal, E_ref)
u, wu = np.polynomial.legendre.leggauss(16)
ang, w_ang = (u + 1) * np.pi / 4, wu * np.pi / 4
u, wu = np.polynomial.legendre.leggauss(80)
q_rad, w_rad = (u + 1) * 10, wu * 10
theta, phi = np.meshgrid(ang, ang, indexing="ij")
w_dir = np.outer(w_ang * np.sin(ang), w_ang)
directions = (np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi),
              np.cos(theta))
onsite_q = 0.0
for q, wq in zip(q_rad, w_rad):
    form = 1.0
    for d in directions:
        form = form * (np.cos(q * d[..., None] * x_signed)
                       @ crystal.w**2 * dx)
    onsite_q += wq * inverse_eps_difference(q, E_ref) * np.sum(w_dir * form**2)
onsite_q *= 8 * E2 / (2 * np.pi**2)
assert abs(onsite_q / X_ref[ONSITE] - 1) < 1e-3

# Bloch average against the explicit Wannier lattice sum
assert abs(X_ref[MEAN] / X_ref[SITES] - 1) < 1e-6

# A slowly varying interaction is a valence projector; conduction states
# couple only at dipole order, so their exchange grows as t^2
f1, f2 = crystal.factors(0.02), crystal.factors(0.04)
assert abs(f1[TOP] - 1) < 0.02 and abs(f1[COND]) < 0.02
dipole_ratio = f2[COND] / f1[COND]
assert abs(dipole_ratio - 4) < 0.2

# Near constancy of E times the full correction, and its rough size
E_list = (2.0, 3.0, 4.0, 6.0, 10.0, 20.0)
corrections = {E: edge_correction(crystal, E) for E in E_list}
scaled = [E * corrections[E] for E in E_list if E >= 4]
assert max(scaled) / min(scaled) < 1.15
C_edge = 1e4 * edge_correction(crystal, 1e4)
assert abs(C_edge / 9 - 1) < 0.4     # "roughly 9 eV" is an estimate
J_gauss = gaussian_J(crystal.sigma, E_ref)
assert abs(J_gauss / X_ref[ONSITE] - 1) < 0.15   # Wannier is not Gaussian

# LDA premise and density-dependent Coulomb hole in the same crystal
line = np.diag(crystal.rho).real[:n_grid]
density = 2 * np.einsum("i,j,k->ijk", line, line, line)
assert abs(density.sum() * dx**3 - 2) < 1e-8
vrho = libxc.eval_xc("lda,vwn", density.ravel() * BOHR**3,
                     spin=0, deriv=1)[1][0]
v_lda = np.asarray(vrho).reshape(density.shape) * HARTREE
hole_metal = -E2 * screening_vector(density) / 2


def cell_density(psi):
    return abs(psi[:n_grid])**2 * n_cells * dx


p_v = cell_density(crystal.lower[:, crystal.ipi])
p_0 = cell_density(crystal.lower[:, crystal.i0])
p_c = cell_density(crystal.upper[:, crystal.ipi])


def gap_part(potential):
    """Conduction-edge minus valence-edge expectation value."""
    cond = np.einsum("i,j,k,ijk->", p_c, p_0, p_0, potential)
    val = np.einsum("i,j,k,ijk->", p_v, p_v, p_v, potential)
    return cond - val


X_metal = exchange(crystal)
sex_metal = X_metal[TOP] - X_metal[COND]
coh_metal = gap_part(hole_metal)
lda_part = gap_part(v_lda)
coh_shift = gap_part(-hole_metal * (1 - np.sqrt(1 - 1 / E_ref)))

print(f"e^2/(4 pi eps0) = {E2:.4f} eV angstrom")
print(f"lattice constant a = {a:.2f} angstrom; A = 12 eV")
print(f"mean density = {mean_density:.4f} 1/angstrom^3")
print(f"electron radius r_s = {r_s:.3f} angstrom")
print(f"screening vector q_s = {qs:.3f} 1/angstrom")
print(f"model gap before correction = {crystal.gap:.2f} eV")
print(f"valence band width = {crystal.width:.2f} eV")
print(f"Wannier width sigma = {crystal.sigma:.3f} angstrom")
print(f"z = q_s sigma = {qs * crystal.sigma:.3f}")
print(f"bare e^2/(sqrt(pi) sigma) = "
      f"{E2 / np.sqrt(np.pi) / crystal.sigma:.2f} eV")
print(f"small-size limit e^2 q_s/2 = {E2 * qs / 2:.2f} eV")
print(f"Gaussian C at this sigma = {gaussian_C(crystal.sigma, qs):.2f} eV")
print("Gaussian C at fixed q_s:")
for sigma in (0.4, 0.5, 0.6, 0.7, 0.8):
    print(f"  sigma {sigma:.1f} angstrom: C = {gaussian_C(sigma, qs):.2f} eV")
print("Gaussian C with sigma and r_s scaled together:")
for scale in (0.8, 1.0, 1.2):
    value = gaussian_C(scale * crystal.sigma, qs / np.sqrt(scale))
    print(f"  scale {scale:.1f}: C = {value:.2f} eV")
print("Crystal at E = 10, all energies multiplied by E:")
print(f"  on-site J = {E_ref * X_ref[ONSITE]:.2f} eV")
print(f"  Gaussian J, same sigma = {E_ref * J_gauss:.2f} eV")
print(f"  off-site, band mean = "
      f"{E_ref * (X_ref[MEAN] - X_ref[ONSITE]):.2f} eV")
print(f"  valence band mean = {E_ref * X_ref[MEAN]:.2f} eV")
print(f"  valence top = {E_ref * X_ref[TOP]:.2f} eV")
print(f"  valence bottom = {E_ref * X_ref[BOTTOM]:.2f} eV")
print(f"  conduction edge = {E_ref * X_ref[COND]:.2f} eV")
print(f"  neglected Coulomb-hole variation = {E_ref * coh_shift:.2f} eV")
print("Band-edge correction D from exchange with dW:")
for E in E_list:
    print(f"  E {E:4.0f}: D = {corrections[E]:.3f} eV, "
          f"E*D = {E * corrections[E]:.2f} eV, 9/E = {9 / E:.3f} eV")
print(f"large-E crystal C = {C_edge:.2f} eV = {C_edge / HARTREE:.3f} hartree")
print(f"A = 24 eV: sigma = {deeper.sigma:.3f} angstrom, "
      f"gap = {deeper.gap:.2f} eV")
print(f"A = 24 eV: E*D at E = 10 is "
      f"{E_ref * edge_correction(deeper, E_ref):.2f} eV")
print(f"dipole test, ratio on doubling t = {dipole_ratio:.3f} (no unit)")
print("Premise check, contributions to the gap:")
print(f"  metallic screened exchange = {sex_metal:.2f} eV")
print(f"  metallic local Coulomb hole = {coh_metal:.2f} eV")
print(f"  LDA exchange-correlation = {lda_part:.2f} eV")
print(f"  metallic COHSEX minus LDA = "
      f"{sex_metal + coh_metal - lda_part:.2f} eV")
print("tests ok")
```

Printed output:

```
e^2/(4 pi eps0) = 14.3996 eV angstrom
lattice constant a = 2.20 angstrom; A = 12 eV
mean density = 0.1878 1/angstrom^3
electron radius r_s = 1.083 angstrom
screening vector q_s = 2.065 1/angstrom
model gap before correction = 5.04 eV
valence band width = 10.28 eV
Wannier width sigma = 0.507 angstrom
z = q_s sigma = 1.046
bare e^2/(sqrt(pi) sigma) = 16.04 eV
small-size limit e^2 q_s/2 = 14.87 eV
Gaussian C at this sigma = 10.21 eV
Gaussian C at fixed q_s:
  sigma 0.4 angstrom: C = 11.25 eV
  sigma 0.5 angstrom: C = 10.27 eV
  sigma 0.6 angstrom: C = 9.39 eV
  sigma 0.7 angstrom: C = 8.62 eV
  sigma 0.8 angstrom: C = 7.94 eV
Gaussian C with sigma and r_s scaled together:
  scale 0.8: C = 11.98 eV
  scale 1.0: C = 10.21 eV
  scale 1.2: C = 8.92 eV
Crystal at E = 10, all energies multiplied by E:
  on-site J = 10.62 eV
  Gaussian J, same sigma = 10.35 eV
  off-site, band mean = 0.10 eV
  valence band mean = 10.72 eV
  valence top = 9.88 eV
  valence bottom = 11.59 eV
  conduction edge = 1.32 eV
  neglected Coulomb-hole variation = -1.91 eV
Band-edge correction D from exchange with dW:
  E    2: D = 4.554 eV, E*D = 9.11 eV, 9/E = 4.500 eV
  E    3: D = 2.952 eV, E*D = 8.86 eV, 9/E = 3.000 eV
  E    4: D = 2.186 eV, E*D = 8.74 eV, 9/E = 2.250 eV
  E    6: D = 1.440 eV, E*D = 8.64 eV, 9/E = 1.500 eV
  E   10: D = 0.856 eV, E*D = 8.56 eV, 9/E = 0.900 eV
  E   20: D = 0.425 eV, E*D = 8.50 eV, 9/E = 0.450 eV
large-E crystal C = 8.45 eV = 0.310 hartree
A = 24 eV: sigma = 0.373 angstrom, gap = 20.13 eV
A = 24 eV: E*D at E = 10 is 10.79 eV
dipole test, ratio on doubling t = 3.929 (no unit)
Premise check, contributions to the gap:
  metallic screened exchange = 3.78 eV
  metallic local Coulomb hole = 3.73 eV
  LDA exchange-correlation = 4.59 eV
  metallic COHSEX minus LDA = 2.92 eV
tests ok
```
